# Image Charges and the Donor Ionization Energy in a Thin Nanowire

**Q:** Quantum confinement already squeezes a donor electron in a thin wire. Why should the surrounding dielectric matter as well?

**A:** Because part of the donor's electric field runs through the surroundings. If their permittivity is lower than the wire's, the field is screened less there, and the donor attracts the electron more strongly. To separate this effect from confinement we need a definite model.

An infinite cylinder of radius \(R\) and relative permittivity \(\varepsilon_i\) lies in a medium of permittivity \(\varepsilon_o<\varepsilon_i\). A donor of charge \(+1\) sits at the origin, on the axis. The electron has charge \(-1\), one isotropic mass \(m\), and a hard wall at \(\rho=R\). The permittivities are static and local, and there is one conduction valley and no short-range donor potential. I use Hartree units, with \(4\pi\epsilon_0=1\).

In the bulk, \(g=e^{-r/a}\) obeys

\[
\nabla^2g=\left(\frac1{a^2}-\frac{2}{ar}\right)g .
\]

With \(a=\varepsilon_i/m\) this gives

\[
-\frac{\nabla^2g}{2m}-\frac{g}{\varepsilon_i r}=-E_{b0}\,g,\qquad
E_{b0}=\frac{1}{2ma^2}=\frac{m}{2\varepsilon_i^2}.
\]

\(E_{b0}\) is the bulk ionization energy. The question is what replaces it in the wire.

**Q:** A cylinder has no single image point. What do you mean by an image charge?

**A:** I mean the polarization charge on the surface. Write the donor's potential as \(\phi=\phi_0+W\), with \(\phi_0=1/(\varepsilon_i r)\) everywhere, so that \(W\) is the part caused by the dielectric mismatch.

First resolve \(1/r\) into waves along the axis. From \(K_0(u)=\int_0^\infty e^{-u\cosh t}dt\), and then with \(s=\sinh t\),

\[
\int_0^\infty K_0(k\rho)\cos kz\,dk
=\int_0^\infty\frac{\rho\cosh t\,dt}{\rho^2\cosh^2t+z^2}
=\int_0^\infty\frac{\rho\,ds}{\rho^2s^2+r^2}=\frac{\pi}{2r}.
\]

For each \(k\), the induced part inside must be regular on the axis, hence proportional to \(I_0(k\rho)\). The total outside must decay, hence is proportional to \(K_0(k\rho)\). Call the coefficients \(A_0\) and \(B\). With \(x=kR\), \(K_0'=-K_1\) and \(I_0'=I_1\), continuity of \(\phi\) and of \(\varepsilon\,\partial_\rho\phi\) at \(R\) reads

\[
K_0+A_0I_0=BK_0,\qquad
\varepsilon_i(-K_1+A_0I_1)=-\varepsilon_oBK_1,
\]

all functions being taken at \(x\). Insert \(B=1+A_0I_0/K_0\) in the second condition, collect the terms in \(A_0\), and multiply by \(K_0\):

\[
A_0(x)=\frac{(\varepsilon_i-\varepsilon_o)K_0K_1}{\varepsilon_iI_1K_0+\varepsilon_oI_0K_1}.
\]

Inside the wire, therefore,

\[
W(\rho,z)=\frac{2}{\pi\varepsilon_iR}\int_0^\infty A_0(x)\,I_0\!\left(\frac{x\rho}{R}\right)\cos\frac{xz}{R}\,dx .
\]

At the donor this is \(W(0,0)=C/R\), with \(C=(2/\pi\varepsilon_i)\int_0^\infty A_0\,dx>0\).

**Q:** The cosine changes sign. A positive \(A_0\) does not make \(W\) positive everywhere.

**A:** Correct; a separate argument is needed. The flux condition \(\varepsilon_i\partial_\rho(\phi_0+W_{\rm in})=\varepsilon_o\partial_\rho(\phi_0+W_{\rm out})\) can be rearranged as

\[
\varepsilon_o\partial_\rho W_{\rm out}-\varepsilon_i\partial_\rho W_{\rm in}
=(\varepsilon_i-\varepsilon_o)\partial_\rho\phi_0
=-\frac{(\varepsilon_i-\varepsilon_o)R}{\varepsilon_i(R^2+z^2)^{3/2}}<0 .
\]

Suppose \(W\) were zero or negative somewhere. Since \(W\to0\) at infinity, it would have a lowest value that is not positive. \(W\) is harmonic on either side of the surface, so this value must be reached on the surface itself: a harmonic function with an interior minimum is constant up to its boundary. At such a surface point \(W\) cannot fall as one moves away, so \(\partial_\rho W_{\rm out}\ge0\) and \(\partial_\rho W_{\rm in}\le0\). The left side would then be nonnegative, a contradiction. Thus \(W>0\) everywhere, and the electron's energy \(-W\) is attractive.

**Q:** Can you show the sign without Bessel functions?

**A:** Yes, for weak contrast. Let \(\Delta=\varepsilon_i-\varepsilon_o\) be small and write \(\varepsilon\) for the common permittivity. To first order the jump above is produced by a surface charge \(\sigma\) in a uniform medium, with \(\varepsilon(\partial_\rho W_{\rm out}-\partial_\rho W_{\rm in})=-4\pi\sigma\). Hence

\[
\sigma=\frac{\Delta\,R}{4\pi\varepsilon(R^2+z^2)^{3/2}},
\]

which has the donor's own sign. Its potential at the donor is

\[
W(0,0)=\int_{-\infty}^{\infty}\frac{2\pi R\,\sigma\,dz}{\varepsilon\sqrt{R^2+z^2}}
=\frac{\Delta R^2}{2\varepsilon^2}\int_{-\infty}^{\infty}\frac{dz}{(R^2+z^2)^2}
=\frac{\pi\Delta}{4\varepsilon^2R}.
\]

The last integral is \(\pi/(2R^3)\), by \(z=R\tan\theta\). For strong contrast the full \(A_0\) is required.

**Q:** And far along the wire? If \(W\) did not vanish there, "ionized" would have no clear meaning.

**A:** Large \(|z|\) is governed by small \(x\). There \(I_0\to1\), \(I_1\to x/2\) and \(K_1\to1/x\), so the term \(\varepsilon_oI_0K_1\) dominates the denominator and \(A_0\to(\varepsilon_i/\varepsilon_o-1)K_0\). By the integral for \(1/r\),

\[
W\to\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_i}\right)\frac1{|z|},\qquad
\phi\to\frac{1}{\varepsilon_o|z|}.
\]

The distant electron feels the surroundings' permittivity, and its interaction with the donor does tend to zero.

**Q:** But the electron polarizes the surface too. Its own image repels it and raises the conduction band. Perhaps that is the whole increase.

**A:** That energy must be included, in both charge states. For a source at radius \(\rho'\), Graf's addition theorem replaces \(K_0(k\rho)\) by a sum over \(m_\phi=0,1,\dots\) of \((2-\delta_{m_\phi0})I_{m_\phi}(k\rho')K_{m_\phi}(k\rho)\cos m_\phi(\varphi-\varphi')\). Write \(n\) for \(m_\phi\). The matching conditions become

\[
K_n+A_nI_n=BK_n,\qquad \varepsilon_i(K_n'+A_nI_n')=\varepsilon_oBK_n',
\]

and eliminating \(B\) as before gives

\[
A_n=\frac{-(\varepsilon_i-\varepsilon_o)K_nK_n'}{\varepsilon_iI_n'K_n-\varepsilon_oI_nK_n'}>0,
\]

because \(K_n'<0\). The electron's self-energy is half its charge times the potential it induces at its own position. The half is there because that potential grows in proportion to the charge as the charge is built up. Two negative signs cancel:

\[
\Sigma(\rho)=\frac{1}{\pi\varepsilon_iR}\sum_{n\ge0}(2-\delta_{n0})\int_0^\infty A_n(x)\,I_n^2\!\left(\frac{x\rho}{R}\right)dx .
\]

Every term is nonnegative and none decreases with \(\rho\), so \(\Sigma\) is repulsive and rises towards the surface. On the axis only \(n=0\) survives, and \(\Sigma(0)=C/(2R)\).

The Hamiltonians without and with the donor are

\[
H_0=-\frac{\nabla^2}{2m}+\Sigma(\rho),\qquad
H_D=H_0-\frac{1}{\varepsilon_ir}-W .
\]

There is no half before \(W\): the interaction of two different charges appears twice in the sum over pairs. The donor's own image energy is the same constant before and after ionization and drops out. The ionization energy \(E_b\) is the lowest energy \(E_0\) of \(H_0\), the subband edge, minus the lowest energy of \(H_D\).

**Q:** You have put \(\Sigma\) in both. That does not prove that it cancels.

**A:** It cancels except for its effect on the shape of the subband state \(u_0(\rho)\). Write the bound state as \(\psi=u_0g\). Expanding the gradient,

\[
|\nabla(u_0g)|^2=u_0^2|\nabla g|^2+\nabla u_0\cdot\nabla(u_0g^2).
\]

Integrate the last term by parts. The wall term vanishes since \(u_0(R)=0\), and \(-\nabla^2u_0/(2m)=(E_0-\Sigma)u_0\). Therefore

\[
\int\frac{|\nabla\psi|^2}{2m}=\int\frac{u_0^2|\nabla g|^2}{2m}+\int(E_0-\Sigma)u_0^2g^2 .
\]

On adding the potential energy, the explicit \(\Sigma\) disappears. The variational principle for \(H_D\) becomes

\[
E_b=\sup_g\frac{\int u_0^2\left[\left(\frac1{\varepsilon_ir}+W\right)g^2-\frac{|\nabla g|^2}{2m}\right]}{\int u_0^2g^2}.
\]

A uniform shift of the band thus changes nothing, while the donor's image attraction stays in full.

**Q:** Does this show that \(E_b\) exceeds the bulk value? The wall also distorts the bound state.

**A:** Use the bulk function \(g=e^{-r/a}\) as a trial. Integrating its kinetic term by parts,

\[
-\int\frac{u_0^2|\nabla g|^2}{2m}
=\int\frac{u_0^2g\nabla^2g}{2m}+\frac1m\int u_0g\,\nabla u_0\cdot\nabla g .
\]

The bulk equation turns the first integrand on the right into \(u_0^2g^2(E_{b0}-1/(\varepsilon_ir))\), which cancels the direct Coulomb term. In the second, \(\partial_\rho g=-\rho g/(ar)\). Let \(\langle\cdot\rangle\) be the average with weight \(u_0^2g^2\). Then

\[
E_b\ge E_{b0}+\langle W\rangle+\langle P\rangle,\qquad
P=-\frac{u_0'}{u_0}\,\frac{\rho}{mar}.
\]

**Q:** That needs \(u_0'\le0\). Why can the subband state not have its maximum off the axis?

**A:** Its radial equation is

\[
(\rho u_0')'=2m\rho(\Sigma-E_0)u_0 .
\]

The mean kinetic energy is positive, so \(\Sigma<E_0\) somewhere; since \(\Sigma\) rises with \(\rho\), this holds near the axis. Starting from zero, \(\rho u_0'\) first decreases. It can increase only after \(\Sigma\) has passed \(E_0\), and then it increases up to the wall. At the wall it is not positive, because the nonnegative \(u_0\) falls to zero there. Hence \(u_0'\le0\) throughout and \(P\ge0\).

With \(W>0\), this proves \(E_b>E_{b0}\) for every \(R\) in this model. The image term and the confinement term both raise the bound.

**Q:** A bound is not a value. Is there a simple law?

**A:** There is for \(R\gg a\). The bound state is then close to the spherical bulk state, and \(W\) is harmonic inside the wire. The average of a harmonic function over a sphere is its central value, so the first-order shift of the donor level is \(-W(0,0)=-C/R\), apart from the exponentially small tail beyond the wire. The self-energy adds \(\Sigma(0)\), with a correction of order \(a^2/R^3\).

In a wide enough wire the free electron also settles near the axis, where \(\Sigma\approx\Sigma(0)+\tfrac12\Sigma''(0)\rho^2\). A two-dimensional oscillator has ground energy \(\omega\), one half from each direction:

\[
E_0\approx\Sigma(0)+\omega,\qquad \omega=\sqrt{\Sigma''(0)/m}\propto R^{-3/2}.
\]

The power follows from \(\Sigma=R^{-1}\) times a function of \(\rho/R\). The oscillator's width, \((m\omega)^{-1/2}\propto R^{3/4}\), shrinks relative to \(R\) only as \(R^{-1/4}\), so this estimate of \(E_0\) becomes accurate only in very wide wires. Subtracting the two levels,

\[
E_b=E_{b0}+\frac CR+O(R^{-3/2}).
\]

**Q:** Put numbers on it, and let me see which effect does the work.

**A:** Take round parameters: \(\varepsilon_i=12\), \(\varepsilon_o=1\), \(m=0.3\). Then \(a=12/0.3=40\) bohr, \(E_{b0}=0.3/(2\times144)=1.042\) mHa, and the integral gives \(C=0.4630\) hartree bohr. The weak-contrast formula would give about \(0.06\) with \(\varepsilon=12\) and about \(8.6\) with \(\varepsilon=1\), so it is of no use here.

For \(R=100\) bohr (5.29 nm), direct diagonalization puts the subband edge at 3.458 mHa and the donor level at \(-3.035\) mHa:

\[
E_b=3.458-(-3.035)=6.493\ \text{mHa}.
\]

This is 176.7 meV against 28.3 meV in the bulk, a factor of 6.2. Switching the effects on in turn gives, in mHa:

- confinement alone: \(1.811\), a gain of \(0.769\) over the bulk;
- electron self-energy added: \(1.876\), a further \(0.065\);
- donor image added: \(6.493\), a further \(4.617\).

The donor image supplies \(4.617/5.451\), or about 85 %, of the increase in this order of switching. The self-energy is not small in itself: it raises both levels by at least \(\Sigma(0)=C/(2R)=2.3\) mHa. It nearly cancels in the difference. Counting it in the free state alone would therefore create a spurious increase of that size or more.

The bound is close to the computed value: \(1.042+4.605+0.738\approx6.38\) mHa.

**Q:** Here \(R\) is only \(2.5a\). Does the \(1/R\) law survive?

**A:** Not for the total. It predicts \(1.042+4.630=5.672\) mHa, about 13 % below the computed 6.493 mHa, and the confinement gain is a large part of what is missing. The image contribution by itself follows \(C/R\) more closely. In mHa:

| \(R\) (bohr) | full \(E_b\) | image gain | \(C/R\) |
|---|---|---|---|
| 60 | 10.247 | 7.656 | 7.717 |
| 100 | 6.493 | 4.617 | 4.630 |
| 200 | 3.656 | 2.315 | 2.315 |
| 400 | 2.296 | 1.158 | 1.157 |

The gains are differences of rounded energies, so their last digit is not significant; at 400 bohr the gain and \(C/R\) are both close to 1.1575 mHa.

The reason can be read from \(W\) near the donor. With \(I_0(u)\approx1+u^2/4\) and \(\cos u\approx1-u^2/2\),

\[
W\approx\frac CR-\kappa\left(z^2-\frac{\rho^2}{2}\right),\qquad
\kappa=\frac{1}{\pi\varepsilon_iR^3}\int_0^\infty A_0x^2\,dx>0 .
\]

The correction averages to zero for a spherical state and is negative for one elongated along the wire. To this order \(\langle W\rangle\) lies below \(C/R\) in thin wires, as at \(R=60\) bohr, where the trial average is 7.593 mHa.

At \(R=2000\) bohr the ratio \((E_b-E_{b0})/(C/R)\) is 1.038. An excess is what the positive \(\omega\) requires, and \(\omega/(C/R)\) is about 0.03 at this radius. The last digit of the ratio is affected by the grid error, so this one value does not test the power \(R^{-3/2}\).

**Q:** All this rests on your formula for \(W\). Was it checked by other means?

**A:** A real-space solution of Poisson's equation agrees with it at five points to within 0.06 % of \(W\), and was positive at every grid point. At \(z\approx105R\) it gives \(\varepsilon_oz\phi=0.990\), where the finite outer boundary is expected to cost about 2 %. The numerical output lists these two comparisons and the terms of the bound for each radius; the positivity is tested inside the program.

**Q:** When would your conclusion fail?

**A:** If \(\varepsilon_o>\varepsilon_i\), the flux jump changes sign, and the same minimum argument applied to \(-W\) gives \(W<0\). The donor image then weakens the binding. Confinement may still raise \(E_b\), but the proof no longer decides the sum: \(\Sigma\) now falls towards the surface, so \(u_0'\le0\) is not assured either.

For an off-axis donor with \(\varepsilon_o<\varepsilon_i\), \(W\) stays positive, since the donor's field still points outward through the surface. But \(\nabla u_0\cdot\nabla g\) can take either sign, and the bound above is not established. A finite barrier, an anisotropic mass or several valleys also require a new calculation.

In a transistor, a metal gate close to the wire breaks the assumption of a uniform outer medium. Its screening charge has the opposite sign to the donor and reduces the image attraction. If the gate touched the wire, only this negative charge would remain, and \(W\) would be negative. The values above should therefore not be carried over to a gated channel.

## Table of computed values

```
eps_in = 12, eps_out = 1, mass = 0.3 m_e
bulk donor radius a = 40.0 bohr
bulk ionization energy = 1.042 mHa
  the same = 28.3 meV
image constant C = 0.4630 hartree bohr
largest W deviation, Poisson grid = 0.06 %
largest mode deviation = 0.00 %
eps_out*z*phi at z = 105 R: 0.990
R = 60 bohr; energies in mHa:
  E_b, confinement only = 2.533
  E_b, self-energy added = 2.591
  E_b, donor image added (full) = 10.247
  <W> = 7.593, <P> = 1.383
  lower bound = 10.018
  C/R = 7.717, E_b0 + C/R = 8.758
R = 100 bohr; energies in mHa:
  E_b, confinement only = 1.811
  E_b, self-energy added = 1.876
  E_b, donor image added (full) = 6.493
  <W> = 4.605, <P> = 0.738
  lower bound = 6.384
  C/R = 4.630, E_b0 + C/R = 5.672
R = 200 bohr; energies in mHa:
  E_b, confinement only = 1.280
  E_b, self-energy added = 1.341
  E_b, donor image added (full) = 3.656
  <W> = 2.313, <P> = 0.272
  lower bound = 3.627
  C/R = 2.315, E_b0 + C/R = 3.357
R = 400 bohr; energies in mHa:
  E_b, confinement only = 1.103
  E_b, self-energy added = 1.138
  E_b, donor image added (full) = 2.296
  <W> = 1.157, <P> = 0.092
  lower bound = 2.291
  C/R = 1.157, E_b0 + C/R = 2.199
main case: R = 100 bohr = 5.29 nm
  subband edge = 3.458 mHa
  donor level = -3.035 mHa
  full E_b = 176.7 meV
  full E_b / bulk E_b0 = 6.23
  change on coarser grid = 0.01 %
R = 2000 bohr: (E_b-E_b0)/(C/R) = 1.038
R = 40000 bohr: (E0-Sigma(0))/oscillator = 1.022
```
